**Matthiessen's rule as an upper bound on drift mobility**

The program tests that the combined drift mobility `mu` never exceeds the value `mu_rule` obtained by adding inverse mobilities, when scattering rates add at each energy. Here `mu_L` and `mu_I` are the mobilities limited by lattice and ionised-impurity scattering alone, `x` is energy divided by kT, and `beta^2 = 6 mu_L/mu_I`. It asserts the closed form for acoustic plus impurity scattering against quadrature and a velocity-space sum, and the exact expression for the gap against a direct difference. It also asserts the inequality for 200 random sets of three power-law mechanisms, the weak- and strong-impurity limits, and the degenerate and strong electron-electron limits. The impurity rate is checked by angular integration, and the partial-wave calculation by its Born limit and by halving the radial step. For the silicon example at 300 K and 10¹⁷ cm⁻³, the output gives 943 cm²/Vs for the combined mobility and 1219 cm²/Vs for the rule, an overestimate of 29%. Variants with intervalley phonons, a fuller impurity rate, other masses or a temperature of 400 K give overestimates between 18% and 42%.

## Numerical verification

```python
"""
Result under test: for drift mobility, Matthiessen's rule
    1/mu_rule = sum_i 1/mu_i
is an upper bound, mu <= mu_rule, when scattering rates add at each energy.
For acoustic phonons (time ~ x**-0.5) plus ionised impurities (time ~ x**1.5):
    mu/mu_L = 1 + beta^2 [Ci(beta) cos(beta) + (Si(beta) - pi/2) sin(beta)]
    beta^2 = 6 mu_L/mu_I
Symbols: x = energy/kT, mu_L = lattice mobility alone, mu_I = impurity
mobility alone, mu = combined mobility. Mobilities are in cm2/Vs.
The example is n-type silicon with rough typical parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gamma, sici, spherical_jn, spherical_yn

# ---------- energy average with weight x^1.5 exp(-x) ----------
nodes, node_weights = np.polynomial.legendre.leggauss(600)
S_MAX = np.sqrt(50.0)
s = 0.5 * S_MAX * (nodes + 1)
X = s**2
WEIGHT = 0.5 * S_MAX * node_weights * 2 * s * X**1.5 * np.exp(-X) / gamma(2.5)


def average(values):
    return np.sum(WEIGHT * values)


def parallel(*values):
    return 1 / sum(1 / v for v in values)


def closed_form(beta):
    si, ci = sici(beta)
    return 1 + beta**2 * (ci * np.cos(beta) + (si - np.pi / 2) * np.sin(beta))


def rule_form(beta):
    return 1 / (1 + beta**2 / 6)


# ---------- example parameters (rough silicon values) ----------
T = 300.0
DOPING = 1e17            # cm^-3
MU_LATTICE = 1400.0      # cm2/Vs
EPS_R = 11.7
MASS = 0.26              # conductivity mass / electron mass
MASS_T, MASS_L = 0.19, 0.92
PHONON_MEV = 60.0        # intervalley phonon energy
COUPLING = 2.0           # intervalley / acoustic coupling
DONOR_MEV = 45.0
HOT_T, LATTICE_POWER = 400.0, 2.4
e, hbar, kB, m0 = const.e, const.hbar, const.k, const.m_e
EPS = EPS_R * const.epsilon_0


def screening_length(doping, temp):
    return np.sqrt(EPS * kB * temp / (e**2 * doping * 1e6))


def screening_parameter(x, doping, mass, temp):
    length = screening_length(doping, temp)
    return 8 * mass * m0 * x * kB * temp * length**2 / hbar**2


def coulomb_log(b):
    return np.log1p(b) - b / (1 + b)


def impurity_time(x, doping, mass, temp, fixed_log=True):
    x_log = 3.0 if fixed_log else x
    log_factor = coulomb_log(screening_parameter(x_log, doping, mass, temp))
    top = 16 * np.pi * np.sqrt(2 * mass * m0) * EPS**2 * (x * kB * temp)**1.5
    return top / (doping * 1e6 * e**4 * log_factor)


def impurity_function(doping=DOPING, mass=MASS, temp=T, fixed_log=True):
    time = impurity_time(X, doping, mass, temp, fixed_log)
    return 1e4 * e * time / (mass * m0)


def compare(lattice_shape, impurity, mu_lattice=MU_LATTICE):
    """Return mu_I, rule value, combined value, overestimate in percent."""
    lattice = mu_lattice * lattice_shape / average(lattice_shape)
    mu_i = average(impurity)
    rule = parallel(mu_lattice, mu_i)
    combined = average(parallel(lattice, impurity))
    assert combined <= rule
    return mu_i, rule, combined, 100 * (rule / combined - 1)


# ---------- partial waves for an attractive screened charge ----------
def born_correction(k, length, strength=1.0, h=0.02, l_max=100):
    """Momentum-transfer cross-section / its Born value; Bohr-radius units."""
    k = np.asarray(k, dtype=float)
    ell = np.arange(l_max + 1)[:, None]
    start = np.maximum(ell[:, 0], 1)
    last = int(round(14 * length / h))
    first_match = last - int(round(0.4 / h))

    def series(r):
        return 1 - strength * r / (ell + 1) - k**2 * r**2 / (4 * ell + 6)

    r0 = start[:, None] * h
    seed_a = series(r0)
    seed_b = (1 + h / r0)**(ell + 1) * series(r0 + h)

    def curvature(n):
        r = n * h
        pot = -2 * strength * np.exp(-r / length) / r
        return ell * (ell + 1) / r**2 + pot - k**2

    previous = np.zeros_like(seed_a)
    current = np.zeros_like(seed_a)
    f_prev, f_now = np.zeros_like(seed_a), curvature(1)
    c = h**2 / 12
    u_match = None
    for n in range(1, last):
        f_next = curvature(n + 1)
        rows = np.where(start == n)[0] if n <= l_max else []
        if len(rows):
            current[rows] = seed_a[rows]
        new = (2 * (1 + 5 * c * f_now) * current
               - (1 - c * f_prev) * previous) / (1 - c * f_next)
        if len(rows):
            new[rows] = seed_b[rows]
        previous, current = current, new
        f_prev, f_now = f_now, f_next
        if n + 1 == first_match:
            u_match = current.copy()
    ratio = u_match / current
    r1, r2 = first_match * h, last * h
    j1, j2 = r1 * spherical_jn(ell, k * r1), r2 * spherical_jn(ell, k * r2)
    y1, y2 = r1 * spherical_yn(ell, k * r1), r2 * spherical_yn(ell, k * r2)
    delta = np.arctan((j1 - ratio * j2) / (y1 - ratio * y2))
    terms = (ell[:-1] + 1) * np.sin(delta[:-1] - delta[1:])**2
    sigma = 4 * np.pi / k**2 * terms.sum(axis=0)
    born = 2 * np.pi * strength**2 * coulomb_log(4 * k**2 * length**2) / k**4
    return sigma / born


# ---------- base example ----------
acoustic = X**-0.5
impurity = impurity_function()
mu_i, mu_rule, mu_true, over = compare(acoustic, impurity)
beta = np.sqrt(6 * MU_LATTICE / mu_i)
tau_a = MU_LATTICE * 1e-4 * MASS * m0 / e * 3 * np.sqrt(np.pi) / 4
tau_i = impurity_time(1.0, DOPING, MASS, T)
assert np.isclose(tau_a / tau_i, beta**2, rtol=1e-6)
assert np.isclose(mu_true, MU_LATTICE * closed_form(beta), rtol=1e-6)

# closed form against adaptive quadrature of the energy integral
for b in (0.2, 1.0, 2.5, 6.0):
    direct = quad(lambda x: x**3 * np.exp(-x) / (x**2 + b**2), 0, 60,
                  epsabs=1e-11, limit=200)[0]
    assert abs(direct - closed_form(b)) < 1e-8

# mobility average against a velocity-space sum with numerical df/dv
v = np.arange(-5.45, 5.5, 0.1)
vx, vy, vz = np.meshgrid(v, v, v, indexing="ij", sparse=True)
speed = np.sqrt(vx**2 + vy**2 + vz**2)
step = 1e-4
transverse = np.exp(-vy**2 - vz**2)
slope = (np.exp(-(vx + step)**2) - np.exp(-(vx - step)**2)) / (2 * step)
time_3d = 1 / (speed + beta**2 / speed**3)
response = -np.sum(vx * time_3d * slope * transverse)
response /= np.sum(np.exp(-vx**2) * transverse)
assert np.isclose(response / average(acoustic), closed_form(beta), rtol=1e-3)

# exact expression for the gap
lattice = MU_LATTICE * acoustic / average(acoustic)
gap = average((lattice * mu_i - impurity * MU_LATTICE)**2
              / (lattice + impurity)) / (MU_LATTICE + mu_i)**2
assert np.isclose(gap, mu_rule - mu_true, rtol=1e-6)

# inequality for random sets of three mechanisms; equality if proportional
rng = np.random.default_rng(4)
for _ in range(200):
    powers, sizes = rng.uniform(-1, 2, 3), rng.uniform(0.1, 10, 3)
    times = [a * X**p for a, p in zip(sizes, powers)]
    assert average(parallel(*times)) < parallel(*[average(t) for t in times])
same = [a * X**0.7 for a in (0.3, 2.0, 5.0)]
assert np.isclose(average(parallel(*same)),
                  parallel(*[average(t) for t in same]), rtol=1e-10)

# weak and strong impurity limits
small = 1e-3
loss = small**2 * quad(lambda x: x * np.exp(-x) / (x**2 + small**2), 0, 50,
                       points=[small, 0.1, 1], limit=300)[0]
assert np.isclose(loss, -small**2 * (np.log(small) + np.euler_gamma), rtol=1e-3)
large = 100.0
strong = average(1 / (X**0.5 + large**2 * X**-1.5)) / average(acoustic)
assert np.isclose(1 - strong / rule_form(large), 14 / large**2, rtol=0.02)

# impurity rate against integration of the Born cross-section over angle
energy = 3 * kB * T
k_si = np.sqrt(2 * MASS * m0 * energy) / hbar
kappa = 1 / screening_length(DOPING, T)
amplitude = MASS * m0 * e**2 / (2 * np.pi * EPS * hbar**2)
shape = quad(lambda t: 16 * np.pi * t**3 / (4 * t**2 + (kappa / k_si)**2)**2,
             0, 1, limit=200)[0]
sigma_m = amplitude**2 / k_si**4 * shape
rate = DOPING * 1e6 * hbar * k_si / (MASS * m0) * sigma_m
assert np.isclose(rate * impurity_time(3.0, DOPING, MASS, T), 1, rtol=1e-6)


# degenerate gas: equal partial mobilities, Fermi level eta*kT above band edge
def degenerate_gap(eta):
    y = 40 * nodes
    x = np.maximum(eta + y, 1e-9)
    w = node_weights * x**1.5 / np.cosh(y / 2)**2
    w = w / w.sum()
    a, b = x**-0.5, x**1.5
    a, b = a / np.sum(w * a), b / np.sum(w * b)
    return 1 - 2 * np.sum(w * parallel(a, b))


assert np.isclose(degenerate_gap(100), np.pi**2 / (3 * 100**2), rtol=0.02)

# momentum-conserving electron-electron relaxation of growing strength
combined_function = parallel(lattice, impurity)
ee_values = []
for nu in np.array([0, 0.3, 1, 10, 1e4]) / mu_true:
    mixed = average(1 / (1 / combined_function + nu))
    ee_values.append(mixed / (1 - nu * mixed))
drift_l, drift_i = 1 / average(1 / lattice), 1 / average(1 / impurity)
mu_ee = parallel(drift_l, drift_i)
assert np.all(np.diff(ee_values) < 0)
assert np.isclose(ee_values[-1], mu_ee, rtol=0.01)

# partial waves: Born limit for a weak charge, and step convergence
bohr = 4 * np.pi * EPS * hbar**2 / (MASS * m0 * e**2)
length_b = screening_length(DOPING, T) / bohr
assert np.allclose(born_correction([1.0, 2.0], length_b, 0.01), 1, atol=0.02)
coarse = born_correction([0.5, 1.0, 3.0], length_b)
fine = born_correction([0.5, 1.0, 3.0], length_b, h=0.01)
assert np.allclose(coarse, fine, rtol=0.01)

# ---------- effects left out of the base model ----------
k_thermal = np.sqrt(2 * MASS * m0 * kB * T) / hbar * bohr
x_wave = np.geomspace(0.02, 14, 40)
wave_ratio = born_correction(k_thermal * np.sqrt(x_wave), length_b)
correction = np.interp(np.log(X), np.log(x_wave), wave_ratio)
full_log = impurity_function(fixed_log=False)
theta = PHONON_MEV * 1e-3 * e / (kB * T)
n_ph = 1 / np.expm1(theta)
intervalley_rate = COUPLING * (n_ph * np.sqrt(X + theta)
                               + (n_ph + 1) * np.sqrt(np.maximum(X - theta, 0)))
real_lattice = 1 / (np.sqrt(X) / theta + intervalley_rate)
mu_hot = MU_LATTICE * (HOT_T / T)**-LATTICE_POWER
variants = [
    ("base model", compare(acoustic, impurity)),
    ("energy-dependent log", compare(acoustic, full_log)),
    ("log + partial waves", compare(acoustic, full_log / correction)),
    ("intervalley phonons", compare(real_lattice, impurity)),
    ("all three together", compare(real_lattice, full_log / correction)),
    ("light mass in impurity", compare(acoustic, impurity_function(mass=MASS_T))),
    ("heavy mass in impurity", compare(acoustic, impurity_function(mass=MASS_L))),
    ("hot device", compare(acoustic, impurity_function(temp=HOT_T), mu_hot)),
]
dos_mass = (MASS_L * MASS_T**2)**(1 / 3) * m0
n_c = 12 * (2 * np.pi * dos_mass * kB * T / const.h**2)**1.5 * 1e-6
n_1 = n_c / 2 * np.exp(-DONOR_MEV * 1e-3 * e / (kB * T))
ionised = (-n_1 + np.sqrt(n_1**2 + 4 * n_1 * DOPING)) / (2 * DOPING)
v_thermal = 100 * np.sqrt(3 * kB * T / (MASS * m0))
field = 0.1 * v_thermal / mu_true

# current carried below the energy where the two rates are equal
def share_below(power_function):
    part = quad(lambda x: x**1.5 * np.exp(-x) * power_function(x), 0, beta)[0]
    rest = quad(lambda x: x**1.5 * np.exp(-x) * power_function(x), beta, 60)[0]
    return 100 * part / (part + rest)


share_l = share_below(lambda x: x**-0.5 if x > 0 else 0.0)
share_i = share_below(lambda x: x**1.5)
share_both = share_below(lambda x: x**1.5 / (x**2 + beta**2))
assert share_i < share_both < share_l

worst = minimize_scalar(lambda q: closed_form(np.exp(q)) / rule_form(np.exp(q)),
                        bounds=(-3, 3), method="bounded",
                        options={"xatol": 1e-7})
beta_worst = np.exp(worst.x)
beta_equal = np.sqrt(6)
apparent = 1 / (1 / mu_true - 1 / MU_LATTICE)

# ---------- printed numbers ----------
b3 = screening_parameter(3.0, DOPING, MASS, T)
print(f"temperature {T:.0f} K, kT = {1e3*kB*T/e:.2f} meV")
print(f"donors {DOPING:.0e} cm^-3, relative permittivity {EPS_R}")
print(f"conductivity mass {MASS} m0; transverse {MASS_T}, longitudinal {MASS_L}")
print(f"screening length {1e9*screening_length(DOPING, T):.2f} nm")
print(f"screening parameter b at 3kT {b3:.1f}, log factor {coulomb_log(b3):.3f}")
print(f"tau_a {1e12*tau_a:.4f} ps, tau_i {1e12*tau_i:.4f} ps")
print(f"mu_L {MU_LATTICE:.0f}, mu_I {mu_i:.0f} cm2/Vs")
print(f"beta^2 {beta**2:.4f}, beta {beta:.4f}")
print(f"crossing energy {beta*1e3*kB*T/e:.2f} meV")
print(f"mu/mu_L: combined {closed_form(beta):.4f}, rule {rule_form(beta):.4f}")
print(f"rule {mu_rule:.1f}, combined {mu_true:.1f}, gap {gap:.1f} cm2/Vs")
print(f"rule overestimates by {over:.1f} %")
print(f"apparent mu_I from subtraction {apparent:.0f} cm2/Vs")
print(f"true mu_I / apparent mu_I {mu_i/apparent:.2f}")
print("current carried below crossing energy:")
print(f"  lattice only {share_l:.1f} %, impurity only {share_i:.1f} %")
print(f"  both {share_both:.1f} %")
print(f"worst mixture mu_L/mu_I {beta_worst**2/6:.3f}, beta {beta_worst:.3f}")
print(f"worst overestimate {100*(1/worst.fun-1):.1f} %")
equal_over = 100 * (rule_form(beta_equal) / closed_form(beta_equal) - 1)
print(f"equal mobilities: overestimate {equal_over:.1f} %")
for eta in (10, 100):
    g = degenerate_gap(eta)
    print(f"same, Fermi level {eta} kT: overestimate {100*g/(1-g):.3f} %")
print("doping cm^-3: mu_I, rule, combined (cm2/Vs), overestimate")
for doping in (1e15, 1e16, 1e17, 1e18):
    row = compare(acoustic, impurity_function(doping=doping))
    print(f"  {doping:.0e}: {row[0]:.0f}, {row[1]:.0f}, {row[2]:.0f}, {row[3]:.1f} %")
print("variant: mu_I, rule, combined (cm2/Vs), overestimate")
for name, row in variants:
    print(f"  {name}: {row[0]:.0f}, {row[1]:.0f}, {row[2]:.0f}, {row[3]:.1f} %")
print(f"intervalley phonon {PHONON_MEV:.0f} meV, coupling ratio {COUPLING:.0f}")
print(f"hot device {HOT_T:.0f} K, mu_L {mu_hot:.0f} cm2/Vs, power -{LATTICE_POWER}")
print(f"Born parameter 1/(k a) at 3kT {1/(k_thermal*np.sqrt(3)):.2f}")
wave3 = np.interp(np.log(3), np.log(x_wave), wave_ratio)
print(f"partial-wave / Born rate at 3kT {wave3:.3f}")
print(f"strong e-e limit: combined {mu_ee:.0f} cm2/Vs")
print(f"  its partial mobilities {drift_l:.0f} and {drift_i:.0f} cm2/Vs")
print(f"degeneracy n/Nc {DOPING/n_c:.4f}")
print(f"ionised donors {100*ionised:.1f} % (level {DONOR_MEV:.0f} meV)")
print(f"field for drift = 0.1 thermal speed {field/1e3:.2f} kV/cm")
print("checks complete")
```

Running it gives:

```
temperature 300 K, kT = 25.85 meV
donors 1e+17 cm^-3, relative permittivity 11.7
conductivity mass 0.26 m0; transverse 0.19, longitudinal 0.92
screening length 12.93 nm
screening parameter b at 3kT 353.9, log factor 4.875
tau_a 0.2751 ps, tau_i 0.3081 ps
mu_L 1400, mu_I 9408 cm2/Vs
beta^2 0.8929, beta 0.9449
crossing energy 24.43 meV
mu/mu_L: combined 0.6739, rule 0.8705
rule 1218.6, combined 943.4, gap 275.2 cm2/Vs
rule overestimates by 29.2 %
apparent mu_I from subtraction 2893 cm2/Vs
true mu_I / apparent mu_I 3.25
current carried below crossing energy:
  lattice only 24.4 %, impurity only 1.6 %
  both 9.9 %
worst mixture mu_L/mu_I 0.766, beta 2.145
worst overestimate 42.4 %
equal mobilities: overestimate 41.9 %
same, Fermi level 10 kT: overestimate 2.913 %
same, Fermi level 100 kT: overestimate 0.033 %
doping cm^-3: mu_I, rule, combined (cm2/Vs), overestimate
  1e+15: 484031, 1396, 1360, 2.6 %
  1e+16: 63939, 1370, 1240, 10.5 %
  1e+17: 9408, 1219, 943, 29.2 %
  1e+18: 1749, 778, 546, 42.4 %
variant: mu_I, rule, combined (cm2/Vs), overestimate
  base model: 9408, 1219, 943, 29.2 %
  energy-dependent log: 9225, 1216, 987, 23.1 %
  log + partial waves: 9571, 1221, 1011, 20.8 %
  intervalley phonons: 9408, 1219, 860, 41.7 %
  all three together: 9571, 1221, 941, 29.8 %
  light mass in impurity: 11756, 1251, 989, 26.5 %
  heavy mass in impurity: 3974, 1035, 747, 38.7 %
  hot device: 12961, 666, 565, 17.8 %
intervalley phonon 60 meV, coupling ratio 2
hot device 400 K, mu_L 702 cm2/Vs, power -2.4
Born parameter 1/(k a) at 3kT 0.58
partial-wave / Born rate at 3kT 0.967
strong e-e limit: combined 855 cm2/Vs
  its partial mobilities 1237 and 2771 cm2/Vs
degeneracy n/Nc 0.0036
ionised donors 96.2 % (level 45 meV)
field for drift = 0.1 thermal speed 2.43 kV/cm
checks complete
```
